# High-frequency decay and truncation error of the RPA correlation integral: a numerical check

```python
"""
Result under test: in a finite basis the direct-RPA integrand
    F(w) = Tr[ln(1 - chi0(iw) v) + chi0(iw) v]
decays as -C4/(hbar w)^4, with C4 = 8 sum_mn gap_m K_mn^2 gap_n, and the energy
omitted by stopping the integral at X = hbar*Omega obeys
    C4/(6 pi X^3) - C6/(10 pi X^5) <= T(X) <= C4/(6 pi X^3).
Symbols: m, n label occupied-virtual pairs of spatial orbitals; gap = orbital
energy difference; K = Coulomb integrals between pair densities;
C6 = 16 sum gap_m^3 K_mn^2 gap_n + Tr(M^3)/3, M = 4 sqrt(gap) K sqrt(gap).
E_c = (1/2 pi) integral of F over x = hbar*w from 0 to infinity.
T(X) is the positive size of the omitted part. All energies are in eV.
System: LiH, Hartree-Fock orbitals, all electrons correlated.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, scf, ao2mo

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
EV_TO_RAD_S = const.e / const.hbar
BOND_ANGSTROM = 1.60
TARGET_EV = 1.0e-3
TIGHT_EXPONENT = 40.0     # bohr^-2, extra s function close to the Li nucleus
DIFFUSE_EXPONENT = 0.01   # bohr^-2, extra s function far from the Li nucleus
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


class PairSpace:
    """Gaps and Coulomb integrals of all occupied-virtual pairs."""

    def __init__(self, basis):
        mol = gto.M(atom=[["Li", (0, 0, 0)], ["H", (0, 0, BOND_ANGSTROM)]],
                    basis=basis, unit="Angstrom", verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-11
        mf.kernel()
        assert mf.converged
        nocc = mol.nelectron // 2
        occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
        self.nbasis = mol.nao_nr()
        self.nvir = vir.shape[1]
        npair = nocc * self.nvir
        eri = mol.intor("int2e", aosym="s8")
        k = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
        k = np.asarray(k).reshape(npair, npair) * HARTREE_EV
        self.k = 0.5 * (k + k.T)
        eps = mf.mo_energy * HARTREE_EV
        self.gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
        assert self.gap.min() > 0
        # spin orbitals: each pair occurs once per spin, Coulomb is spin blind
        self.gap_spin = np.tile(self.gap, 2)
        self.k_spin = np.kron(np.ones((2, 2)), self.k)

    def coefficients(self):
        g, k = self.gap, self.k
        c4 = 8 * np.sum(np.outer(g, g) * k**2)
        m = 4 * np.sqrt(np.outer(g, g)) * k
        c6 = 16 * np.sum(np.outer(g**3, g) * k**2) + np.trace(m @ m @ m) / 3
        return c4, c6

    def response_eigenvalues(self, x):
        """Eigenvalues of -chi0(iw) v from both time orderings."""
        g = self.gap_spin
        weight = -(1 / (1j * x - g) + 1 / (-1j * x - g)).real
        root = np.sqrt(weight)
        return np.linalg.eigvalsh(root[:, None] * self.k_spin * root[None, :])

    def integrand(self, x):
        q = self.response_eigenvalues(x)
        return np.sum(np.log1p(q) - q)

    def log_part(self, x):
        return np.sum(np.log1p(self.response_eigenvalues(x)))

    def exact_energy(self):
        """Correlation energy from RPA excitation energies, no frequency grid."""
        g = self.gap
        matrix = np.diag(g**2) + 4 * np.sqrt(np.outer(g, g)) * self.k
        excitation = np.sqrt(np.linalg.eigvalsh(matrix))
        return 0.5 * (excitation.sum() - g.sum() - 2 * np.trace(self.k))

    def truncated_energy(self, cutoff):
        """Quadrature from 0 to cutoff with x = scale*sinh(u)."""
        scale = self.gap.min()
        umax = np.arcsinh(cutoff / scale)
        u = 0.5 * umax * (NODES + 1)
        vals = [self.integrand(scale * np.sinh(s)) * scale * np.cosh(s)
                for s in u]
        return 0.5 * umax * np.dot(WEIGHTS, vals) / (2 * np.pi)

    def tail(self, cutoff):
        """Size of the omitted energy by quadrature with x = cutoff/t."""
        t = 0.5 * (NODES + 1)
        vals = [-self.integrand(cutoff / s) * cutoff / s**2 for s in t]
        return 0.5 * np.dot(WEIGHTS, vals) / (2 * np.pi)


def local_exponent(function, x, step=0.01):
    up, down = function(x * np.exp(step)), function(x * np.exp(-step))
    return np.log(abs(up / down)) / (2 * step)


def safe_cutoff(c4):
    return (c4 / (6 * np.pi * TARGET_EV)) ** (1 / 3)


def tzvp_with_extra_s(exponent):
    """def2-TZVP with one more s function on Li."""
    lithium = list(gto.basis.load("def2-tzvp", "Li"))
    return {"Li": lithium + [[0, [exponent, 1.0]]], "H": "def2-tzvp"}


systems = {name: PairSpace(name)
           for name in ("def2-svp", "def2-tzvp", "def2-qzvp")}
systems["tzvp+tight"] = PairSpace(tzvp_with_extra_s(TIGHT_EXPONENT))
systems["tzvp+diff"] = PairSpace(tzvp_with_extra_s(DIFFUSE_EXPONENT))
lih = systems["def2-tzvp"]
c4, c6 = lih.coefficients()
gap_max = lih.gap.max()
energy = lih.exact_energy()

# coefficients against the integrand itself, far above the largest gap
far = 100 * gap_max
assert abs(-lih.integrand(far) * far**4 / c4 - 1) < 1e-3
mid = 50 * gap_max
c6_numeric = (c4 + lih.integrand(mid) * mid**4) * mid**2
assert abs(c6_numeric / c6 - 1) < 1e-2
# the linear term changes the decay from power -2 to power -4
assert abs(local_exponent(lih.integrand, far) + 4) < 1e-2
assert abs(local_exponent(lih.log_part, far) + 2) < 1e-2
# pointwise bound at small, middle and large frequency
for x in np.geomspace(1.0, far, 30):
    size = -lih.integrand(x)
    assert size <= c4 / x**4 * (1 + 1e-8)
    assert size >= (c4 / x**4 - c6 / x**6) - 1e-8 * c4 / x**4

core = slice(0, lih.nvir)
core_share = (8 * np.sum(np.outer(lih.gap[core], lih.gap[core])
                         * lih.k[core, core]**2) / c4)

print(f"LiH bond length: {BOND_ANGSTROM:.2f} angstrom; basis def2-TZVP")
print(f"basis functions: {lih.nbasis}; spatial pairs: {len(lih.gap)}")
print(f"smallest gap: {lih.gap.min():.3f} eV")
print(f"largest gap: {gap_max:.2f} eV")
print(f"exact RPA correlation energy: {energy:.6f} eV")
print(f"C4: {c4:.5e} eV^4")
print(f"C4/hbar^4: {c4 * EV_TO_RAD_S**4:.5e} s^-4")
print(f"C6: {c6:.5e} eV^6")
print(f"sqrt(C6/C4): {np.sqrt(c6 / c4):.2f} eV")
print(f"share of C4 from Li 1s pairs alone: {100 * core_share:.2f} percent")
print(f"-F x^4 at x = {far:.1f} eV: {-lih.integrand(far) * far**4:.5e} eV^4")
print("Local decay exponents: x (eV), full F, logarithm alone")
for x in (10.0, 100.0, 1000.0, 10000.0):
    print(f"  {x:7.0f}  {local_exponent(lih.integrand, x):8.4f}"
          f"  {local_exponent(lih.log_part, x):8.4f}")

print("Cutoff X (eV), omitted T, upper bound, lower bound (all meV)")
rows = []
for cutoff in (100.0, 200.0, 500.0, 1000.0, 2000.0, 5000.0, 10000.0):
    omitted = lih.tail(cutoff)
    truncated = lih.truncated_energy(cutoff)
    # two independent roads to the omitted energy
    assert abs((truncated - energy) - omitted) < 1e-9
    upper = c4 / (6 * np.pi * cutoff**3)
    lower = upper - c6 / (10 * np.pi * cutoff**5)
    assert lower - 1e-8 * upper <= omitted <= upper * (1 + 1e-8)
    if cutoff > 2 * gap_max:
        assert abs(upper - omitted) < omitted
    rows.append((cutoff, truncated, omitted, upper))
    print(f"  {cutoff:6.0f}  {1e3 * omitted:.5e}  {1e3 * upper:.5e}"
          f"  {1e3 * lower:.5e}")
print("Cutoff X (eV), truncated E (eV), upper/T, error after correction (meV)")
for cutoff, truncated, omitted, upper in rows:
    print(f"  {cutoff:6.0f}  {truncated:.6f}  {upper / omitted:.5f}"
          f"  {1e3 * (omitted - upper):.4e}")

print(f"Target for the omitted energy: {1e3 * TARGET_EV:.1f} meV")
x_safe = safe_cutoff(c4)
print(f"guaranteed cutoff, def2-TZVP: {x_safe:.2f} eV")
print(f"same cutoff as angular frequency: {x_safe * EV_TO_RAD_S:.4e} rad/s")
print(f"extra Li s exponents: tight {TIGHT_EXPONENT:.1f},"
      f" diffuse {DIFFUSE_EXPONENT:.2f} bohr^-2")
print("Basis, functions, largest gap (eV), C4 (eV^4), cutoff (eV), T (meV)")
c4_of = {}
for name, system in systems.items():
    c4_basis = system.coefficients()[0]
    x_basis = safe_cutoff(c4_basis)
    omitted = system.tail(x_basis)
    exact_gap = system.truncated_energy(x_basis) - system.exact_energy()
    assert abs(exact_gap - omitted) < 1e-8
    assert 0 < omitted <= TARGET_EV
    c4_of[name] = c4_basis
    print(f"  {name:10s} {system.nbasis:3d} {system.gap.max():9.2f}"
          f"  {c4_basis:.4e}  {x_basis:8.2f}  {1e3 * omitted:.4f}")

# equal basis size, different effect: tight functions matter, diffuse ones do not
tight, diffuse = systems["tzvp+tight"], systems["tzvp+diff"]
assert tight.nbasis == diffuse.nbasis == lih.nbasis + 1
change_tight = c4_of["tzvp+tight"] / c4 - 1
change_diffuse = c4_of["tzvp+diff"] / c4 - 1
print(f"relative change of C4, tight s added: {change_tight:.4e}")
print(f"relative change of C4, diffuse s added: {change_diffuse:.4e}")
assert change_tight > 0
assert tight.gap.max() > gap_max
assert abs(change_diffuse) < 0.1 * change_tight

print("tests ok")
```

It prints:

```
LiH bond length: 1.60 angstrom; basis def2-TZVP
basis functions: 20; spatial pairs: 36
smallest gap: 8.452 eV
largest gap: 473.17 eV
exact RPA correlation energy: -2.455617 eV
C4: 2.78020e+08 eV^4
C4/hbar^4: 1.48120e+69 s^-4
C6: 9.37325e+13 eV^6
sqrt(C6/C4): 580.64 eV
share of C4 from Li 1s pairs alone: 97.90 percent
-F x^4 at x = 47317.4 eV: 2.77978e+08 eV^4
Local decay exponents: x (eV), full F, logarithm alone
       10   -0.4951   -0.2108
      100   -1.1818   -0.7582
     1000   -3.4786   -1.8055
    10000   -3.9933   -1.9976
Cutoff X (eV), omitted T, upper bound, lower bound (all meV)
     100  7.06438e+02  1.47494e+04  -2.83610e+05
     200  3.34430e+02  1.84368e+03  -7.48006e+03
     500  6.69522e+01  1.17995e+02  2.25204e+01
    1000  1.23070e+01  1.47494e+01  1.17658e+01
    2000  1.75536e+00  1.84368e+00  1.75044e+00
    5000  1.17049e-01  1.17995e-01  1.17041e-01
   10000  1.47197e-02  1.47494e-02  1.47196e-02
Cutoff X (eV), truncated E (eV), upper/T, error after correction (meV)
     100  -1.749179  20.87861  -1.4043e+04
     200  -2.121187  5.51290  -1.5092e+03
     500  -2.388665  1.76238  -5.1043e+01
    1000  -2.443310  1.19846  -2.4424e+00
    2000  -2.453861  1.05031  -8.8319e-02
    5000  -2.455500  1.00808  -9.4631e-04
   10000  -2.455602  1.00202  -2.9770e-05
Target for the omitted energy: 1.0 meV
guaranteed cutoff, def2-TZVP: 2452.40 eV
same cutoff as angular frequency: 3.7259e+18 rad/s
extra Li s exponents: tight 40.0, diffuse 0.01 bohr^-2
Basis, functions, largest gap (eV), C4 (eV^4), cutoff (eV), T (meV)
  def2-svp    14    121.53  1.2293e+06    402.52  0.9615
  def2-tzvp   20    473.17  2.7802e+08   2452.40  0.9676
  def2-qzvp   65    339.70  1.7516e+08   2102.38  0.9782
  tzvp+tight  21   1972.68  1.2055e+09   3999.09  0.8154
  tzvp+diff   21    474.18  2.7835e+08   2453.37  0.9675
relative change of C4, tight s added: 3.3362e+00
relative change of C4, diffuse s added: 1.1871e-03
tests ok
```
